# The White-Bird exchange-correlation potential on a grid and force consistency, part 1

(Sections cited here and not found follow in the second part.)

**Q.** A gradient-corrected functional has a known functional derivative. Why should I not write it down in the continuum and then replace each derivative by a finite difference?

**A.** Because the quantity a grid code minimises is a finite sum, and the potential has to be the gradient of that sum. I use Hartree atomic units. The density is a list of values $n_i$, the quadrature weights $w_i>0$ do not depend on the density or the ions, and the gradient is a fixed linear map,

$$g_{a,i}=\sum_k (D_a)_{ik}\,n_k,\qquad \sigma_i=\sum_{a} g_{a,i}^2,\qquad a=x,y,z .$$

The matrices $D_a$ may be finite differences or Fourier differentiation; only linearity is used. The discrete energy is

$$E_{xc}=\sum_i w_i\, f(n_i,\sigma_i),$$

with $f$ the energy per volume, assumed differentiable at every sampled pair $(n_i,\sigma_i)$. The continuum potential is defined by $\delta E=\int v\,\delta n\,d^3r$. The same quadrature applied to that integral gives $\delta E=\sum_j w_j v_j\,\delta n_j$, so the grid potential is $v_j=w_j^{-1}\,\partial E_{xc}/\partial n_j$.

**Q.** Then carry out the derivative. I expect trouble, since $n_j$ enters the gradient at other points.

**A.** It does, and the ordinary chain rule handles it. Write $f_n=\partial f/\partial n$ and $f_\sigma=\partial f/\partial\sigma$. Term $i$ of the sum depends on $n_j$ directly when $i=j$ and through $\sigma_i$ whenever the stencil of $i$ covers $j$:

$$\frac{\partial E_{xc}}{\partial n_j}=\sum_i w_i\Big[f_n(i)\,\delta_{ij}+f_\sigma(i)\,\frac{\partial\sigma_i}{\partial n_j}\Big].$$

Linearity gives $\partial g_{a,i}/\partial n_j=(D_a)_{ij}$, and differentiating the square gives $\partial\sigma_i/\partial n_j=2\sum_a g_{a,i}(D_a)_{ij}$. Define the flux $u_{a,i}=2f_\sigma(i)\,g_{a,i}$ and divide by $w_j$:

$$v_j=f_n(j)+\frac1{w_j}\sum_a\sum_i (D_a)_{ij}\,w_i\,u_{a,i}. \tag{1}$$

The sum runs over the first index of $D_a$, so the matrix acting on $w u_a$ is the transpose. With $W$ the diagonal matrix of weights, $v=f_n+\sum_a W^{-1}D_a^{T}Wu_a$. This is the White-Bird potential. No expansion in the spacing was made, so (1) is exact on any grid. For $f_\sigma=0$ it reduces to the local-density potential $f_n$.

With spin, $f$ depends on $\sigma_{\uparrow\uparrow}=g_\uparrow\cdot g_\uparrow$, $\sigma_{\uparrow\downarrow}=g_\uparrow\cdot g_\downarrow$ and $\sigma_{\downarrow\downarrow}$. The derivative of the first with respect to $g_{\uparrow a}$ is $2g_{\uparrow a}$, that of the second is $g_{\downarrow a}$ and that of the third is zero, so (1) holds for $v_\uparrow$ with $f_n\to f_{n_\uparrow}$ and $u_{\uparrow a}=2f_{\sigma_{\uparrow\uparrow}}g_{\uparrow a}+f_{\sigma_{\uparrow\downarrow}}g_{\downarrow a}$.

**Q.** The continuum result is $f_n-\nabla\cdot u$, with a minus sign. Yours has a plus.

**A.** The sign sits in the transpose. Take a uniform periodic grid, $w_i=h^3$, and along one axis $(Dn)_i=h^{-1}\sum_m c_m n_{i+m}$, that is $D_{ij}=c_{j-i}/h$. Then

$$(D^Tu)_j=\sum_i D_{ij}u_i=\frac1h\sum_i c_{j-i}u_i=\frac1h\sum_m c_m u_{j-m},$$

where $m=j-i$. A central stencil has $c_{-m}=-c_m$. Relabelling $m\to-m$ gives $h^{-1}\sum_m c_{-m}u_{j+m}=-(Du)_j$. Hence $D^T=-D$ and $v=f_n-\sum_a D_au_a$. This is summation by parts, and it requires the same stencil for the gradient and the divergence.

I use the fourth-order stencil $c_{\pm1}=\pm\tfrac23$, $c_{\pm2}=\mp\tfrac1{12}$. Its Taylor expansion is $\sum_p h^{p-1}n^{(p)}\sum_m c_m m^p/p!$. Even $p$ vanish by antisymmetry. The odd moments are $\tfrac43-\tfrac13=1$ for $p=1$, $\tfrac43-\tfrac{16}{12}=0$ for $p=3$ and $\tfrac43-\tfrac{64}{12}=-4$ for $p=5$, so

$$Dn=n'-\frac{h^4}{30}\,n^{(5)}+O(h^6). \tag{2}$$

**Q.** I want to see (1) reproduce a number that was obtained without it.

**A.** Take PBE exchange and correlation in a cubic cell of side $L=6$ bohr with $16^3$ points, $h=0.375$ bohr, and the model density $n=0.02\exp[0.6\cos kx+0.5\cos(ky+0.3)+0.4\sin(kx+kz)]$ bohr$^{-3}$, $k=2\pi/L$. At the point $j=(3,5,6)$, $n_j=0.0156890$ bohr$^{-3}$, $\sigma_j=3.094\times10^{-4}$ bohr$^{-8}$, $f_n=-0.2850455$ Ha and $f_\sigma=-0.2590130$ Ha bohr$^5$. The fluxes $u_x$ at offsets $-2,-1,+1,+2$ along $x$ are $0.0026545$, $0.0056138$, $0.0080992$ and $0.0057176$ Ha bohr. The $x$ part of the transposed term is

$$\frac{\tfrac23(0.0056138-0.0080992)-\tfrac1{12}(0.0026545-0.0057176)}{0.375}=\frac{-0.0016569+0.0002553}{0.375},$$

which is $-0.003738$ Ha. With unrounded fluxes it is $-0.0037377$ Ha, and the $y$ and $z$ parts are $0.0027269$ and $0.0015061$ Ha. The three add to $0.0004953$ Ha, so $v_j=-0.2850455+0.0004953=-0.2845502$ Ha.

The independent route changes $n_j$ up and down by a small amount, recomputes $E_{xc}$ from its definition and divides the central difference by $w_j$. It gives $-0.2845502$ Ha. Over five points the largest deviation of (1) from the finite difference is $2\times10^{-10}$ Ha. In the spin case, with $n_\uparrow=0.6n$ and $n_\downarrow=0.4n$ displaced by two points along $x$, both routes give $v_\uparrow=-0.3005093$ Ha. The numerical check asserts these agreements.

**Q.** Form (1) contains no second derivatives of $f$ or of $n$. Which ones would I have needed?

**A.** Those of the expanded continuum form. Since $u=2f_\sigma g$ with $g=\nabla n$, the product rule gives $\nabla\cdot u=2f_\sigma\nabla^2n+2\,\nabla f_\sigma\cdot g$. The chain rule gives $\nabla f_\sigma=f_{n\sigma}\,g+f_{\sigma\sigma}\nabla\sigma$. With the Hessian $H_{ab}=\partial_a\partial_bn$, $\partial_a\sigma=2\sum_b g_bH_{ab}$. Collecting terms,

$$\tilde v=f_n-2f_\sigma\nabla^2n-2f_{n\sigma}\,\sigma-4f_{\sigma\sigma}\sum_{ab}g_aH_{ab}g_b. \tag{3}$$

Form (3) needs $f_{n\sigma}$, $f_{\sigma\sigma}$ and six Hessian components. Form (1) needs $f_n$, $f_\sigma$, three applications of $D_a$ and three of $D_a^T$. The spatial variation of $f_\sigma$ is never expanded, because the stencil differences the finished flux. From here on $\tilde v$ denotes (3) on the grid, with $g_a=D_an$, mixed components $D_aD_bn$, and diagonal components from the fourth-order second difference with coefficients $-\tfrac52,\tfrac43,-\tfrac1{12}$ at offsets $0,\pm1,\pm2$, divided by $h^2$.

**Q.** But $D^T$ acting on something that contains $Dn$ is a second derivative under another name.

**A.** Yes. What is avoided is the second derivatives of $f$ and a separately discretised Hessian; the operator remains of second order. For $f=\lambda\sigma$ with constant $\lambda$, (1) gives $v=2\lambda\sum_aD_a^TD_an$, a discrete form of $-2\lambda\nabla^2n$. Building it by composition has three consequences.

The first is range. For a stencil of half-width $M$, $v_j$ uses fluxes up to $M$ points away, and each flux uses densities $M$ points further, so $v_j$ reaches $2M$ points along an axis. For $M=2$ the program asserts a nonzero response at offset 4, $|\partial v/\partial n|=0.095$ Ha bohr$^3$, and none at offset 5.

The second is a blind mode. On $(-1)^i$ the central stencil returns $(-1)^i[-(c_1+c_{-1})+(c_2+c_{-2})]/h=0$, whereas the second difference returns $(-\tfrac52-\tfrac83-\tfrac16)/h^2=-16/(3h^2)$, or $-37.93$ bohr$^{-2}$ here; both values are asserted. A checkerboard ripple in $n$ leaves every $\sigma_i$ unchanged. In a Kohn-Sham calculation a second-difference kinetic operator, which is $-\tfrac12$ times that stencil, charges $8/(3h^2)$ per axis for such a ripple in an orbital. A kinetic functional that sees derivatives only through $\sigma$, such as $\sigma/(8n)$, evaluated with a central $D$, has no restoring term that grows as $1/h^2$.

The third is the truncation constant. On $e^{ikx}$, (2) gives $D\to ik(1-\theta^4/30)$ with $\theta=kh$, so $D^TD\to k^2(1-\theta^4/15)$. Minus the second difference gives $(30-32\cos\theta+2\cos2\theta)/(12h^2)$. In the numerator the constants cancel, the $\theta^2$ terms give $16-4=12$, the $\theta^4$ terms give $-\tfrac43+\tfrac43=0$ and the $\theta^6$ terms give $(32-128)/720$, which yields $k^2(1-\theta^4/90)$. For $f=\lambda\sigma$ the composed operator therefore has six times the leading error.

**Q.** Then (3) may lie closer to the continuum potential than (1) does.

**A.** For this model density it does, in the mean. The reference is (3) evaluated with the analytic gradient and Hessian. The root-mean-square deviations from it over the cell are:

| points | (1), Ha | grid (3), Ha | (1) minus grid (3), Ha |
|---|---|---|---|
| $24^3$ | $5.99\times10^{-5}$ | $9.46\times10^{-6}$ | $6.07\times10^{-5}$ |
| $48^3$ | $4.57\times10^{-6}$ | $6.09\times10^{-7}$ | $4.61\times10^{-6}$ |

The observed orders are $3.71$, $3.96$ and $3.72$, and the program asserts that they lie near four. Fourth order is expected for smooth $n$ and $f$, since the first difference, by (2), and the second difference, by the expansion $k^2(1-\theta^4/90)$ above, equal the exact derivatives up to $O(h^4)$, and smooth functions of them pass such errors on linearly at leading order. The ratio of the first two columns is $6.3$ and $7.5$. Its closeness to the factor six found for $f=\lambda\sigma$ is not an explanation: for PBE $f_\sigma$ varies in space, and the truncation errors of the differenced flux and of the expanded products enter as well. Point by point the ranking can reverse: at $j=(3,5,6)$ on the $16^3$ grid the continuum value is $-0.2845104$ Ha, (1) gives $-0.2845502$ Ha and the grid form of (3) gives $-0.2845965$ Ha.

The two grid potentials differ for two reasons. The diagonal Hessian components in $\tilde v$ come from the second difference and not from $D_aD_a$, which already separates the two for $f=\lambda\sigma$ with constant $\lambda$, where no product rule enters. In addition, the product and chain rules used for (3) fail for a stencil. The program does not separate these contributions. For the product rule, (2) gives

$$D(ab)-a\,Db-b\,Da=-\frac{h^4}{30}\big[(ab)^{(5)}-a\,b^{(5)}-b\,a^{(5)}\big]+O(h^6),$$

and the bracket contains cross terms such as $5a'b^{(4)}$. Over the five points $\tilde v$ misses $w_j^{-1}\partial E_{xc}/\partial n_j$ by up to $7.1\times10^{-4}$ Ha.

**Q.** Perhaps $\tilde v$ is the exact gradient of some other grid energy, and I could use that one.

**A.** If $\tilde v_j=w_j^{-1}\partial\tilde E/\partial n_j$ for a twice continuously differentiable $\tilde E$, then $w_j\,\partial\tilde v_j/\partial n_k=\partial^2\tilde E/\partial n_j\partial n_k$ is symmetric in $j,k$. One asymmetric pair excludes such an $\tilde E$. A one-dimensional toy shows the mechanism. For $f=\lambda(x)\sigma$ with a given function $\lambda$, the expanded potential is $-2\lambda n''-2\lambda'n'$. On the grid, with $J_{jk}=\partial\tilde v_j/\partial n_k$,

$$J_{j,j+1}=-\frac{8\lambda_j}{3h^2}-\frac{4\lambda'_j}{3h},\qquad J_{j+1,j}=-\frac{8\lambda_{j+1}}{3h^2}+\frac{4\lambda'_{j+1}}{3h},$$

$$J_{j,j+1}-J_{j+1,j}=\frac{8}{3h}\Big[\frac{\lambda_{j+1}-\lambda_j}{h}-\frac{\lambda'_j+\lambda'_{j+1}}2\Big].$$

About the midpoint the first term in the bracket is $\lambda'+h^2\lambda'''/24$ and the second is $\lambda'+h^2\lambda'''/8$, so the difference is $-\tfrac29h\lambda'''$ at leading order, nonzero for a general $\lambda$. Form (1) gives $J=2D^T\lambda D$ with $\lambda$ diagonal, which equals its transpose. For PBE on the $16^3$ density the program differentiates both potentials numerically for four pairs of points. The largest asymmetry, relative to the largest of the four elements in each scheme, is $2.6\times10^{-8}$ for (1) and $6.8\times10^{-2}$ for $\tilde v$. The first must vanish exactly, so what is printed is the error of the numerical differentiation.

**Q.** On a periodic grid you have merely written the divergence form. When does the transpose say anything more?

This part has derived the White-Bird potential (1) as the exact gradient of the discrete energy and shown that the expanded form (3), evaluated on the grid, lacks this property for the PBE example, although it lies closer to the continuum potential in the root mean square there. It remains to show where the transpose differs from the divergence form, and how the choice of potential affects the forces on the ions.
